# Variational binding energy of the 1s exciton in suspended monolayer MoS2

## Problem

An electron and a hole in a suspended monolayer of MoS2 attract each other through the Rytova-Keldysh potential. Take the reduced mass $\mu=0.25$ electron masses and the screening length $r_0=41.5$ Å. Find the binding energy of the 1s exciton with the normalized trial state

$$\psi(r)=\sqrt{\frac{2}{\pi a^2}}\;e^{-r/a},$$

where $a$ is free. Then judge how far the answer can be trusted.

Formulas are in Hartree atomic units. The relative motion obeys $H=-\nabla^2/(2\mu)+V(r)$ in two dimensions. The zero of energy is a free electron-hole pair at rest, so $E_b=-E$. The model assumes isotropic parabolic bands, static linear screening, no doping and vacuum on both sides.

## Hints

1. Treat the layer as a thin sheet whose polarization is proportional to the in-plane field, and find $V(q)$.
2. Evaluate $\langle V\rangle$ in momentum space, where the transform of $|\psi|^2$ is algebraic.
3. Use $b=2r_0/a$ as the variable. The minimum condition then compares a rising function with a falling one.
4. Compare the slope of the trial state at $r=0$ with the slope that the potential demands.

## Solution

### The potential

A sheet charge of unit amplitude and wavenumber $q$ produces $\varphi=Ae^{-q|z|}$. The jump of slope across the sheet is $-2qA=-4\pi$, so $A=2\pi/q$. The field also induces a sheet polarization $-\chi\nabla\varphi$, whose bound charge is $\chi\nabla^2\varphi\to-\chi q^2\varphi$. Hence

$$\varphi=\frac{2\pi}{q}\left(1-\chi q^2\varphi\right)
\;\Rightarrow\;
\varphi=\frac{2\pi}{q(1+r_0q)},\qquad r_0=2\pi\chi .$$

The charges are opposite, so $V(q)=-2\pi/[q(1+r_0q)]$.

In real space, $V(r)=-\int_0^\infty J_0(qr)\,dq/(1+r_0q)$, with $J_0$ the Bessel function. Writing $1/(1+r_0q)=\int_0^\infty e^{-s(1+r_0q)}ds$ and doing the $q$ integral first gives

$$V(r)=-\int_0^\infty\frac{e^{-s}\,ds}{\sqrt{r^2+s^2r_0^2}} .$$

### Energy of the trial state

Since $\psi'=-\psi/a$, the kinetic energy is $T=1/(2\mu a^2)$.

For the density, differentiate $\int_0^\infty e^{-sr}J_0(qr)\,dr=(s^2+q^2)^{-1/2}$ with respect to $s$, change the sign, and set $s=2/a$:

$$\rho(q)=\frac{4}{a^2}\int_0^\infty re^{-2r/a}J_0(qr)\,dr
=\frac{4}{a^2}\,\frac{2/a}{(4/a^2+q^2)^{3/2}}
=\left(1+\frac{q^2a^2}{4}\right)^{-3/2}.$$

With $q=2t/a$,

$$\langle V\rangle=\int\frac{d^2q}{(2\pi)^2}V(q)\rho(q)
=-\int_0^\infty\frac{\rho(q)\,dq}{1+r_0q}=-\frac2a I(b),$$

$$I(b)=\int_0^\infty\frac{dt}{(1+bt)(1+t^2)^{3/2}} .$$

To evaluate $I$, put $t=\tan\theta$. Let $R=\sqrt{1+b^2}$, $c=\cos\phi=1/R$ and $s=\sin\phi=b/R$, where $s$ now denotes this sine. Then $\cos\theta+b\sin\theta=R\cos u$ with $u=\theta-\phi$, and

$$I=\int_0^{\pi/2}\frac{\cos^2\theta\,d\theta}{\cos\theta+b\sin\theta}
=\frac1R\int_{-\phi}^{\pi/2-\phi}\frac{(c\cos u-s\sin u)^2}{\cos u}\,du .$$

Expand the square and use $\sin^2u/\cos u=\sec u-\cos u$. The integrand becomes $(c^2-s^2)\cos u-2sc\sin u+s^2\sec u$, with antiderivative

$$(c^2-s^2)\sin u+2sc\cos u+s^2\ln|\sec u+\tan u| .$$

Between the limits, $\sin u$ changes by $c+s$ and $\cos u$ by $s-c$. The first two terms therefore give

$$(c-s)\left[(c+s)^2-2sc\right]=c-s .$$

The logarithm changes by

$$L=\ln\frac{(1+c)(1+s)}{sc}=\ln\frac{(R+1)(R+b)}{b}=\operatorname{asinh}b+\operatorname{asinh}\frac1b .$$

Thus

$$I(b)=\frac{1-b}{1+b^2}+\frac{b^2L}{(1+b^2)^{3/2}} .$$

### The minimum

Since $1/a=b/(2r_0)$,

$$E=\frac{b^2}{8\mu r_0^2}-\frac{bI(b)}{r_0},\qquad
\frac{dE}{db}=\frac1{r_0}\left[\frac{b}{4\mu r_0}-J(b)\right],\qquad J=\frac{d(bI)}{db}.$$

Because $d[b/(1+bt)]/db=1/(1+bt)^2$,

$$J(b)=\int_0^\infty\frac{dt}{(1+bt)^2(1+t^2)^{3/2}} .$$

This falls steadily from $J(0)=1$, while $b/(4\mu r_0)$ rises from zero. They cross once, and $dE/db$ changes there from negative to positive. The crossing is the single minimum.

For a closed form, note that $L'=1/R-1/(bR)=(b-1)/(bR)$. Differentiating $bI=(b-b^2)/R^2+b^3L/R^3$ gives

$$J=\frac{(1-2b)R^2-2b(b-b^2)}{R^4}+\frac{3b^2L}{R^5}+\frac{b^2(b-1)}{R^4}
=\frac{1-2b-2b^2+b^3}{(1+b^2)^2}+\frac{3b^2L}{(1+b^2)^{5/2}} .$$

### Numbers

Here $r_0=78.424$ bohr, and $4\mu r_0$ has the same numerical value because $4\mu=1$. The root is $b=8.0711$: the left side is $8.0711/78.424=0.1029$, equal to $J(b)$. Then

$$a=\frac{2(78.424)}{8.0711}=19.43\ \text{bohr}=10.28\ \text{Å}.$$

With $L=2.9088$,

$$I=\frac{-7.0711}{66.143}+\frac{65.143(2.9088)}{537.93}=-0.1069+0.3523=0.2454 .$$

The energy parts are

$$T=\frac{1}{2(0.25)(19.433)^2}=0.005296,\qquad
\langle V\rangle=-\frac{2(0.245353)}{19.433}=-0.025251\ \text{hartree}.$$

Their sum is $-0.019955$ hartree, so

$$E_b=0.0200\ \text{hartree}=0.543\ \text{eV}.$$

The minimum is shallow: at $a=8$, 10 and 12 Å the energy is $-0.523$, $-0.543$ and $-0.537$ eV.

### How good is the trial state?

By the variational principle, 0.543 eV is a lower bound on the binding energy of this Hamiltonian. A numerical solution of the radial equation on a grid gives 0.555 eV, so the trial value is low by 12 meV, or 2.1 percent of the grid value.

The trial state has the wrong shape at the origin. From the real-space integral, with $s=ru/r_0$,

$$r\frac{dV}{dr}=\frac1{r_0}\int_0^\infty\frac{e^{-ru/r_0}\,du}{(1+u^2)^{3/2}}\;\to\;\frac1{r_0}\qquad(r\to0),$$

so $V$ is only logarithmic there. Integrating $(r\psi')'=2\mu r(V-E)\psi$ from zero makes $\psi'$ of order $r\ln r$, which vanishes at the origin. The trial state instead has $\psi'/\psi=-1/a$. At $r=0.55$ bohr, the grid solution has about 0.136 of that slope.

Now multiply the exponential by a polynomial, with $a$ held at 10.28 Å. Two terms, $1$ and $r$, still give 0.543 eV. The reason is that $\partial\psi/\partial a$ lies in their span and is orthogonal to $\psi$, while $\langle\partial_a\psi|H|\psi\rangle=\tfrac12dE/da=0$. The added function does not couple to the trial state, and its own mean energy is higher, so the lowest energy is unchanged. Three terms give 0.551 eV, four give 0.554 eV, and sixteen reproduce the grid value to the digits shown.

### Parameters and neglected physics

At the minimum, the change of $a$ does not contribute to first order. Hence $dE_b/d\ln\mu=T=0.144$ eV. For the screening length,

$$\frac{dE}{d\ln r_0}=-\frac2a\,bI'(b)=-\frac2a(J-I).$$

The minimum condition is $J=1/(2\mu a)$, so $2J/a=2T$. Also $2I/a=-\langle V\rangle=E_b+T$. Therefore $dE_b/d\ln r_0=T-E_b=-0.399$ eV. Solving again with $\mu$ changed by ten percent either way, at fixed $r_0$, gives 0.528 to 0.557 eV. The same change of $r_0$, at fixed $\mu$, gives 0.587 to 0.506 eV.

**Thickness.** Replace the sheet by a slab of rough thickness $d=6$ Å and permittivity $\varepsilon$, and let $h=qd/2$. Outside, the potential decays as $e^{-q|z|}$, so $\varepsilon\varphi'=-q\varphi$ at the upper face. Inside, add $A\cosh qz$ to $(2\pi/\varepsilon q)e^{-q|z|}$ for a mid-plane charge, or to $4\pi/(\varepsilon dq^2)$ for a uniform one. Fixing $A$ at the face gives the factors that multiply $2\pi/q$:

$$F_{\rm mid}=\frac{\varepsilon+\tanh h}{\varepsilon(1+\varepsilon\tanh h)},\qquad
F_{\rm uni}=\frac1{\varepsilon h}\left[1-\frac{\tanh h}{h(1+\varepsilon\tanh h)}\right].$$

The second is averaged over the slab. Matching $1/F=1+r_0q$ at small $q$ requires $\varepsilon\approx13.9$ in both cases. The variational binding then rises by 38 meV for mid-plane charges and changes by less than 0.1 meV for uniform ones. The mid-plane figure is rough: a converged wavefunction gives 32 meV, and about 22 to 38 meV as $d$ goes from 5 to 6.5 Å. For large $\varepsilon$ at fixed $h$, $F_{\rm uni}=1/(\varepsilon h)-1/(\varepsilon h)^2+\dots$, which agrees with $1/(1+r_0q)$ to this order. In contrast, $F_{\rm mid}\to\coth h/\varepsilon$ exceeds $1/(\varepsilon h)$, so the attraction is stronger.

**Band mixing.** Take a symmetric two-band Hamiltonian with diagonal $\pm E_g/2$, off-diagonal elements $v(k_x\pm ik_y)$ and a rough gap $E_g=2.5$ eV. The pair energy above the gap is $\sqrt{E_g^2+4v^2k^2}-E_g$. Equating its small-$k$ form $2v^2k^2/E_g$ to $k^2/(2\mu)$ gives $v^2=E_g/(4\mu)$. The full form lies below the parabola, and its average in the trial state raises $E_b$ by 16 meV.

The conduction spinor is $(1-v^2k^2/2E_g^2,\;v(k_x+ik_y)/E_g)$ to second order. The real part of the overlap between $\mathbf k$ and $\mathbf k'$ is $1-v^2|\mathbf k-\mathbf k'|^2/(2E_g^2)$, and the imaginary part is odd under reflection and averages out for an s state. The hole supplies an equal factor, so the attraction is multiplied by $1-q^2/(4\mu E_g)$. Used at all $q$, this factor lowers $E_b$ by 36 meV to first order. That overstates the loss: the factor vanishes at $q=\sqrt{4\mu E_g}\approx0.30$ bohr$^{-1}$, where the trial density still contributes. For $\mathbf k=0$ and $|\mathbf k'|=q$ the exact factor is $\tfrac12[1+(1+q^2/\mu E_g)^{-1/2}]$, which is 0.72 there. The two band-mixing effects thus have opposite signs. The printed sum of $-20$ meV rests on the small-$q$ expansion and is too large. With the exact spinor overlap averaged over the trial state, the loss is about 18 meV and the sum about $-1$ meV. The cusp of the trial state also adds weight at large momenta: in the cusp-free ground state of $H$ the 16 and 36 meV shifts become about 10 and 25 meV. Solving the two-band model with both effects lowers $E_b$ by about 6 meV, so they largely cancel.

**The real case.** The chosen $\mu$ and $r_0$ are rough typical values for monolayer MoS2. The corrections above are tens of meV, so for a real suspended layer the model supports "about half an electronvolt", not a third digit. Electron-hole exchange, phonon screening and dynamic screening are omitted and not sized here. The binding energy is 21 times the thermal energy at 300 K, although the ionized fraction also depends on carrier density. The field scale $E_b/(ea)$ is 5.3 MV/cm; it is not a safe operating limit. In a field $F$ the potential energy along the field direction is $V(r)-Fr$, and the top of this barrier sinks to $-E_b$ already near 0.7 MV/cm. Tunnelling can separate the pair at still lower fields. A substrate breaks the assumption of vacuum on both sides; the first variation treats that case.

## Variation 1: a layer on a substrate

Let $\kappa$ be the mean permittivity of the two half-spaces. The jump condition now gives a bare potential $2\pi/(\kappa q)$, and the earlier argument yields $V(q)=-2\pi/[q(\kappa+r_0q)]$. At the suspended minimum,

$$\left.\frac{dE}{d\kappa}\right|_{\kappa=1}=\int_0^\infty\frac{\rho(q)\,dq}{(1+r_0q)^2}=\frac2aJ(b)=2T=0.288\ \text{eV}.$$

For each fixed $a$, $E$ is a concave function of $\kappa$, because $-1/(\kappa+r_0q)$ is. The minimum over $a$ is then concave too and lies below its tangent. Hence, for the best exponential trial state,

$$E_b(\kappa)\ge E_b(1)-2T(\kappa-1).$$

A substrate of permittivity 2 with vacuum above has $\kappa=1.5$. The binding energy in this model is then at least $0.543-0.144=0.399$ eV, with $\mu$ and $r_0$ unchanged. This limits the loss of the variational binding energy to 0.144 eV but does not give its actual size.

## Variation 2: no screening by the layer

Let $r_0\to0$ at fixed $\mu$. Then $b\to0$ and $I,J\to1$. The condition $J=1/(2\mu a)$ gives $a=1/(2\mu)=2$ bohr, and

$$E=\frac1{2\mu a^2}-\frac2a=2\mu-4\mu=-2\mu .$$

For $V=-1/r$ the exponential is the true ground state: with $\psi=e^{-2\mu r}$, $-(\psi''+\psi'/r)/(2\mu)=(-2\mu+1/r)\psi$, and the $1/r$ term cancels the potential. The binding energy would be 13.6 eV, about 25 times the screened variational value. A radius of 2 bohr is smaller than a lattice spacing, so this limit checks the algebra but does not describe an exciton in MoS2.

The numerical output below lists most of the values used here.

## Computed results

```
reduced mass: 0.25 electron masses
screening length r0: 41.5 angstrom
screening length r0: 78.424 bohr
4 mu r0: 78.424 (dimensionless)
root b: 8.0711 (dimensionless)
L(b): 2.90884 (dimensionless)
I(b): 0.245353 (dimensionless)
J(b): 0.102916 (dimensionless)
optimum radius a: 19.433 bohr
optimum radius a: 10.284 angstrom
rms radius: 12.59 angstrom
kinetic energy: 0.005296 hartree
potential energy: -0.025251 hartree
variational Eb: 0.019955 hartree
kinetic energy: 0.1441 eV
potential energy: -0.6871 eV
variational Eb: 0.5430 eV
E at a = 8 angstrom: -0.5227 eV
E at a = 10 angstrom: -0.5428 eV
E at a = 12 angstrom: -0.5373 eV
unscreened 2D Eb, 2 mu: 13.606 eV
Eb with 2 polynomial terms: 0.5430 eV
Eb with 3 polynomial terms: 0.5509 eV
Eb with 4 polynomial terms: 0.5540 eV
Eb with 16 polynomial terms: 0.5547 eV
grid reference Eb: 0.5547 eV
variational deficit: 11.7 meV
relative deficit: 2.11 percent
grid slope near r = 0.5 bohr / trial slope: 0.136
dEb/dln(mu): 0.1441 eV
dEb/dln(r0): -0.3989 eV
Eb at 0.9 mu: 0.5279 eV
Eb at 0.9 r0: 0.5865 eV
Eb at 1.1 mu: 0.5568 eV
Eb at 1.1 r0: 0.5062 eV
rough slab thickness: 6.0 angstrom
slab permittivity, mid-plane: 13.91
slab permittivity, uniform: 13.86
Eb change, mid-plane: +38.1 meV
Eb change, uniform: -0.0 meV
rough quasiparticle gap: 2.5 eV
Eb change, nonparabolic: +16.0 meV
Eb change, Bloch overlap: -36.3 meV
Eb change, both: -20.2 meV
thermal energy at 300 K: 25.85 meV
Eb / thermal energy: 21.0
field scale Eb/(e a): 5.28 MV/cm
```
